# Why Soft Polar Phonons Raise Permittivity and Remote-Phonon Scattering

**Q.** I replace a gate oxide by one with a much larger static permittivity, and the channel mobility drops. I am told that soft polar phonons cause both effects. What, in the simplest model, links a soft phonon to the permittivity?

**A.** The ions supply a polarization that grows when their restoring force weakens. I use Hartree atomic units with $k_B=1$, so temperature $T$ is an energy. Let $u$ be a mass-weighted ionic displacement per square root of volume, with ionic polarization $P=gu$. In a macroscopic field $E$,

$$\ddot u=-\omega_T^2u+gE .$$

Here $\omega_T$ is the transverse optical frequency. Damping and phonon dispersion are neglected. For time dependence $e^{-i\omega t}$ the left side is $-\omega^2u$, so

$$u=\frac{gE}{\omega_T^2-\omega^2}.$$

The electrons contribute a constant permittivity $\varepsilon_\infty$. With $D=\varepsilon_\infty E+4\pi P=\varepsilon E$ and $\Omega^2=4\pi g^2$,

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{\Omega^2}{\omega_T^2-\omega^2},\qquad
\varepsilon_0=\varepsilon_\infty+\frac{\Omega^2}{\omega_T^2}.$$

The ionic plasma frequency $\Omega$ contains the effective charges, masses and density of the ions. "Softening" will mean lowering $\omega_T$ with $\Omega$ and $\varepsilon_\infty$ held fixed. The static permittivity then grows as $1/\omega_T^2$, apart from its electronic part.

A longitudinal vibration has $D=0$ with $E\ne0$, hence $\varepsilon(\omega_L)=0$. Multiplying this condition by $\omega_T^2-\omega_L^2$ gives

$$\varepsilon_\infty(\omega_T^2-\omega_L^2)+\Omega^2=0
\quad\Rightarrow\quad
\omega_L^2=\omega_T^2+\frac{\Omega^2}{\varepsilon_\infty}.$$

Dividing by $\omega_T^2$ and using $\Omega^2/\omega_T^2=\varepsilon_0-\varepsilon_\infty$,

$$\frac{\omega_L^2}{\omega_T^2}=1+\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_\infty}=\frac{\varepsilon_0}{\varepsilon_\infty}.$$

This is the Lyddane-Sachs-Teller relation. At fixed $\varepsilon_\infty$, a large static permittivity means a large ratio of the two frequencies. It does not say how low either of them is.

**Q.** My electrons are in the semiconductor, not in the oxide. Which vibration do they feel?

**A.** They feel the one whose field leaks across the interface. Put the semiconductor at $z>0$, with constant permittivity $\varepsilon_s$, and the oxide at $z<0$. Both fill their half-spaces, and retardation is neglected. Without free charge, a potential with in-plane wavevector $\mathbf q$ obeys Laplace's equation and is proportional to $e^{i\mathbf q\cdot\mathbf r}e^{-q|z|}$. The normal displacement $-\varepsilon\,\partial_z\phi$ is $\varepsilon_sq\phi(0)$ on the semiconductor side and $-\varepsilon q\phi(0)$ on the oxide side. Equality requires $\varepsilon(\omega_S)+\varepsilon_s=0$.

This is the longitudinal condition with $\varepsilon_\infty$ replaced by $s=\varepsilon_\infty+\varepsilon_s$, so the same algebra gives

$$\omega_S^2=\omega_T^2+\frac{\Omega^2}{s},\qquad
\frac{\omega_S^2}{\omega_T^2}=1+\frac{\varepsilon_0-\varepsilon_\infty}{s}=\frac{\varepsilon_0+\varepsilon_s}{\varepsilon_\infty+\varepsilon_s}.$$

The second formula is the interface counterpart of the Lyddane-Sachs-Teller relation. As $\omega_T\to0$, the interface frequency tends to $\Omega/\sqrt s$, not to zero. The macroscopic electric field of the vibration supplies a restoring force that survives when the restoring force at zero macroscopic field, $-\omega_T^2u$, is lost.

**Q.** How strongly does this mode couple to an electron at depth $z$?

**A.** Put a unit charge at depth $z'$. Its Fourier potential in the semiconductor is the direct term plus an image term,

$$\phi=\frac{2\pi}{\varepsilon_sq}\left[e^{-q|z-z'|}+r\,e^{-q(z+z')}\right],$$

and in the oxide it is $(2\pi/\varepsilon_sq)\,t\,e^{-qz'}e^{qz}$. At $z=0$, continuity of $\phi$ gives $1+r=t$. Continuity of $\varepsilon\,\partial_z\phi$ gives $\varepsilon_s(1-r)=\varepsilon t$. Eliminating $t$,

$$r=\frac{\varepsilon_s-\varepsilon}{\varepsilon_s+\varepsilon},\qquad
\frac r{\varepsilon_s}=\frac2{\varepsilon_s+\varepsilon}-\frac1{\varepsilon_s}.$$

The phonon part is what remains after subtracting the same expression with $\varepsilon=\varepsilon_\infty$. At equal depths,

$$W(\omega)=\frac{4\pi}{q}e^{-2qz}\left[\frac1{\varepsilon_s+\varepsilon(\omega)}-\frac1s\right].$$

Using the interface frequency,

$$\varepsilon_s+\varepsilon(\omega)=s+\frac{\Omega^2}{\omega_T^2-\omega^2}
=s\,\frac{\omega_S^2-\omega^2}{\omega_T^2-\omega^2},$$

so the bracket in $W$ is

$$\frac1s\left[\frac{\omega_T^2-\omega^2}{\omega_S^2-\omega^2}-1\right]
=-\frac1s\,\frac{\omega_S^2-\omega_T^2}{\omega_S^2-\omega^2}.$$

Now compare with a quantized oscillator. Let its coordinate $Q$ have interaction energy $cQ\rho$ with a charge amplitude $\rho$. Its equation $\ddot Q=-\omega_S^2Q-c\rho$ gives $Q=-c\rho/(\omega_S^2-\omega^2)$, and the potential returned to a unit charge is $cQ/\rho=-c^2/(\omega_S^2-\omega^2)$. Quantization sets $Q=(b+b^\dagger)/\sqrt{2\omega_S}$. If $M_q$ is the matrix element and $A$ the interface area, then $A|M_q|^2=c^2/(2\omega_S)$. Matching $c^2$ to $W$,

$$A|M_q|^2=\frac{2\pi}{q}e^{-2qz}\frac{\omega_S^2-\omega_T^2}{s\,\omega_S}.$$

The electron's negative charge drops out of the square. At $\omega=0$ the bracket in $W$ is $-C$, where

$$C=\frac1{\varepsilon_s+\varepsilon_\infty}-\frac1{\varepsilon_s+\varepsilon_0}
=\frac{\omega_S^2-\omega_T^2}{s\,\omega_S^2}.$$

Therefore

$$A|M_q|^2=\frac{2\pi\omega_SC}{q}e^{-2qz}
=\frac{2\pi\Omega^2}{q\,s^2\omega_S}e^{-2qz}.$$

The last form uses $\omega_S^2-\omega_T^2=\Omega^2/s$. At fixed $\Omega$, a softer mode has a larger zero-point amplitude and a larger matrix element.

**Q.** Where does the Lyddane-Sachs-Teller ratio enter the coupling?

**A.** Write $L=\omega_L^2/\omega_T^2$, so that $\varepsilon_0=L\varepsilon_\infty$. Putting the two terms of $C$ over a common denominator,

$$C=\frac{\varepsilon_0-\varepsilon_\infty}{s(\varepsilon_s+\varepsilon_0)}
=\frac{\varepsilon_\infty(L-1)}{(\varepsilon_s+\varepsilon_\infty)(\varepsilon_s+L\varepsilon_\infty)}.$$

$C$ vanishes for $L=1$, when there is no ionic polarization, and tends to $1/s$ for large $L$. The fraction of this limit already reached is $sC=(\varepsilon_0-\varepsilon_\infty)/(\varepsilon_0+\varepsilon_s)$. It equals one half when $2\varepsilon_0-2\varepsilon_\infty=\varepsilon_0+\varepsilon_s$, or $\varepsilon_0=\varepsilon_s+2\varepsilon_\infty$. Permittivity can grow without limit in this model, but $C$ cannot.

There is also a direct thermal meaning. The mean square potential of the mode is $|M_q|^2(2n+1)$, where $n=1/(e^{\omega_S/T}-1)$. For $\omega_S\ll T$, $2n+1\to2T/\omega_S$, and

$$A|M_q|^2(2n+1)\to\frac{4\pi TC}{q}e^{-2qz}.$$

The frequency has cancelled. In the classical regime, the extra static response of the ions and the potential noise felt by the channel are measured by the same $C$.

**Q.** Real oxides have several polar modes. Does the argument survive?

**A.** The static relation does. Replace the ionic term by $\sum_k\Omega_k^2/(\omega_k^2-\omega^2)$. The function $\varepsilon_s+\varepsilon(\omega)$ has poles at the transverse frequencies $\omega_k$, zeros at the interface frequencies $\omega_{S,j}$, and the high-frequency limit $s$. These properties fix it:

$$\varepsilon_s+\varepsilon(\omega)=s\,\frac{\prod_j(\omega_{S,j}^2-\omega^2)}{\prod_k(\omega_k^2-\omega^2)}.$$

At $\omega=0$ this becomes

$$\frac{\prod_j\omega_{S,j}^2}{\prod_k\omega_k^2}=\frac{\varepsilon_0+\varepsilon_s}{\varepsilon_\infty+\varepsilon_s}.$$

Each interface mode adds a term of the one-mode form, $C_j\omega_{S,j}^2/(\omega_{S,j}^2-\omega^2)$, to $1/s-1/[\varepsilon_s+\varepsilon(\omega)]$. No constant is left over, because both sides vanish at high frequency. Setting $\omega=0$ gives $\sum_jC_j=C$.

I tested this on discretized ionic oscillators coupled through Poisson's equation, without using the interface formulas to find the modes. For a case with $\varepsilon_0=22.25$, the two couplings were 0.0205 and 0.0127. Their sum, 0.03326, lies within 0.2% of the static value 0.03330. The permittivities fix the sum, but not how it is divided between modes.

**Q.** A matrix element is not a mobility. How do I get from one to the other?

**A.** Take a thin, nondegenerate electron sheet at depth $z$, with isotropic parabolic mass $m$. I use the golden rule and a Maxwell distribution displaced by a small drift velocity $\mathbf v$. The result is the mobility of this distribution, not of a full Boltzmann solution. By the variational principle for the linearized Boltzmann equation, it is a lower bound on the full mobility. The bound can be low by a factor of two, and by considerably more for stiff modes, because electrons of different energies lose momentum at different rates. Carrier screening is omitted. Both assumptions need a dilute sheet. For the parameters used below, degeneracy sets in near $mT/\pi\approx2\times10^{12}$ cm$^{-2}$ per valley, and at a sheet density $n_s=10^{12}$ cm$^{-2}$ the Debye wavevector $2\pi n_s/(\varepsilon_sT)\approx0.015$ bohr$^{-1}$ is already comparable to the wavevectors near 0.03 bohr$^{-1}$ that carry the scattering. A channel in strong inversion lies outside the model.

In the frame moving with the electrons, let $S_q(\nu)$ be the probability density that a momentum kick $\mathbf q$ costs energy $\nu$. The cost is $q^2/2m+\mathbf k\cdot\mathbf q/m$. Each component of $\mathbf k$ is Gaussian with variance $mT$, so the cost has mean $q^2/2m$ and variance $q^2T/m$:

$$S_q(\nu)=\sqrt{\frac m{2\pi Tq^2}}\exp\left[-\frac{m(\nu-q^2/2m)^2}{2Tq^2}\right].$$

Taking the ratio at $\pm\nu$ gives detailed balance, $S_q(-\nu)=e^{-\nu/T}S_q(\nu)$.

Drift adds $\mathbf q\cdot\mathbf v$ to the cost in the laboratory. Writing $\omega$ for $\omega_S$, the mean force on an electron from absorption and emission is

$$\mathbf F=\sum_{\mathbf q}\mathbf q\,2\pi|M_q|^2\left[nS_q(\omega-\mathbf q\cdot\mathbf v)+(n+1)S_q(-\omega-\mathbf q\cdot\mathbf v)\right].$$

At $\mathbf v=0$ the summand is odd in $\mathbf q$ and the force vanishes. To first order the bracket changes by $-\mathbf q\cdot\mathbf v\,[nS_q'(\omega)+(n+1)S_q'(-\omega)]$. Differentiating detailed balance gives

$$S_q'(-\omega)=e^{-\omega/T}\left[\frac{S_q(\omega)}T-S_q'(\omega)\right].$$

Since $(n+1)e^{-\omega/T}=n$, the derivatives cancel and $nS_q(\omega)/T$ remains. The angular average of $\mathbf q(\mathbf q\cdot\mathbf v)$ is $q^2\mathbf v/2$. Setting $\mathbf F=-m\mathbf v/\tau$ and $\sum_{\mathbf q}=A\int q\,dq/2\pi$,

$$\frac1\tau=\frac1{2mT}\int_0^\infty dq\,q^3A|M_q|^2\,nS_q(\omega_S).$$

Now insert the coupling. With $x=\omega_S/2T$, the exponent in $S_q$ expands to

$$-\frac{2mTx^2}{q^2}+x-\frac{q^2}{8mT}.$$

The middle term combines with the occupation, $ne^x=1/(2\sinh x)$, so $\omega_Sne^x=Tx/\sinh x$. The constants outside the integral become $(\pi C/mT)\sqrt{m/2\pi T}\;T=C\sqrt{\pi/2mT}$. Thus

$$\frac1\tau=C\sqrt{\frac\pi{2mT}}\,\frac x{\sinh x}
\int_0^\infty q\,dq\,\exp\left[-2qz-\frac{q^2}{8mT}-\frac{2mTx^2}{q^2}\right].$$

Direct integration of the golden rule over electron energy and scattering angle tests this formula, and the two agree. The mobility is $\mu=\tau/m$ in these units.

**Q.** Does softening then have to increase the scattering?

**A.** Yes, for one mode under the stated assumptions. Lowering $\omega_T$ at fixed $\Omega$ raises $\varepsilon_0$ and therefore $C$. It also lowers $\omega_S$ and $x$. The derivative of $x/\sinh x$ has the sign of $\sinh x-x\cosh x$, which is negative for $x>0$ because $\tanh x<x$. The last exponential in the integrand also falls with $x$ at each $q$. Both $C$ and the factor multiplying it therefore grow on softening, at any depth.

Physically, a softer mode has more thermal quanta to absorb, and more electrons have enough energy to emit one. At finite depth there is a third effect: a softer mode can be absorbed or emitted with a smaller momentum transfer, and its field at small $q$ decays less on the way to the electrons. These effects add to the larger static response.

Neither factor diverges. As $\omega_T\to0$, $C\to1/s$ and $x\to\Omega/(2T\sqrt s)$, so the rate approaches a finite ceiling while $\varepsilon_0$ diverges.

**Q.** Can you put numbers to that?

**A.** Take round parameters: $\varepsilon_s=12$, $\varepsilon_\infty=4$, $m=0.2$, $T=1$ mHa (316 K), $z=30$ bohr and $\Omega=4$ mHa. For $\omega_T=1$ mHa,

$$\varepsilon_0=4+\frac{16}{1}=20,\qquad
\omega_S=\sqrt{1+\frac{16}{16}}=1.41\ \text{mHa},\qquad
C=\frac1{16}-\frac1{32}=0.03125.$$

This is the half-saturation point, since $12+2\times4=20$. At $q=0.05$ bohr$^{-1}$ the coupling formula gives $A|M_q|^2=2.765\times10^{-4}$ Ha$^2$ bohr$^2$. Diagonalizing the discretized oscillators gives 2.764 in the same units, and also $\omega_L^2/\omega_T^2=5=\varepsilon_0/\varepsilon_\infty$.

The soft route, with rates quoted as $\hbar/\tau$, is:

| $\omega_T$ (mHa) | $\varepsilon_0$ | $C$ | $\hbar/\tau$ (mHa) |
|---|---|---|---|
| 4 | 5 | 0.0037 | 0.0024 |
| 2 | 8 | 0.0125 | 0.042 |
| 1 | 20 | 0.0313 | 0.197 |
| 0.5 | 68 | 0.0500 | 0.389 |
| 0.25 | 260 | 0.0588 | 0.486 |

From $\varepsilon_0=5$ to 20, $C$ grows by 8.5 and the remaining factor by 9.7. Their product is a rate increase of about 83. From 20 to 260, the corresponding factors are 1.88 and 1.31, and the rate grows by 2.5 although the permittivity grows by 13. The ceiling is 0.527 mHa.

In the displaced-Maxwellian approximation, the phonon-limited mobility is about 1080 cm$^2$/(V s) at $\varepsilon_0=20$ and 400 cm$^2$/(V s) at the ceiling. The stiffest case gives a far larger value, but there other scattering, absent from this calculation, could set the measured mobility.

**Q.** Suppose I get the same permittivity from larger ionic charges instead. Do I pay the same price?

**A.** No. Hold $\omega_T$ fixed and raise $\Omega$. For equal $\varepsilon_0$, $\varepsilon_\infty$ and $\varepsilon_s$, $C$ is the same as before. But $\omega_S^2=\omega_T^2+\Omega^2/s$ now rises, which reduces the thermal factor.

The limit is clearest at $z=0$. With $a=2mTx^2$, $b=1/(8mT)$ and $w=q^2$, the integral is

$$\frac12\int_0^\infty dw\,e^{-a/w-bw}=\sqrt{\frac ab}\,K_1(2\sqrt{ab})=4mTx\,K_1(x),$$

where $K_1$ is the modified Bessel function of the second kind. Hence

$$\left.\frac1\tau\right|_{z=0}=C\sqrt{8\pi mT}\,\frac{x^2K_1(x)}{\sinh x}.$$

For small $x$, $K_1\approx1/x$ and the rate tends to $C\sqrt{8\pi mT}$, which is governed by static response. For large $x$, $K_1\approx\sqrt{\pi/2x}\,e^{-x}$ and $\sinh x\approx e^x/2$, so the last factor becomes $\sqrt{2\pi}\,x^{3/2}e^{-\omega_S/T}$. Stiff quanta are rarely present to be absorbed, and few electrons can emit them.

As $\Omega\to\infty$, $C$ stays below $1/s$ and the exponential drives the contact rate to zero. At finite depth the rate is smaller still, because $e^{-2qz}\le1$. The rate also vanishes as $\Omega\to0$, where $C=0$. Along this route it must therefore pass through a maximum.

With $\omega_T=1$ mHa, raising $\Omega$ from 4 to 16 mHa takes $\varepsilon_0$ from 20 to 260, but $\hbar/\tau$ falls from 0.197 to 0.038 mHa. At $\varepsilon_0=260$ the soft route scatters 12.7 times faster in the displaced-Maxwellian approximation; a full Boltzmann solution makes the ratio several times larger, because the approximation overestimates the scattering most for the stiff mode. Since $C$ is equal, this ratio comes from the interface frequencies, 1.03 mHa on the soft route and 4.12 mHa on the charge route. The contact formula gives a factor of 5.5 for these two frequencies. The remaining factor of 2.3 arises because the stiff mode requires larger momentum transfers, which $e^{-2qz}$ attenuates more strongly at 30 bohr.

The matrix element alone would mislead here. It is proportional to $\omega_SC$ in its square, which is 0.061 mHa on the soft route and 0.243 mHa on the charge route. The stiff mode couples more strongly per quantum but scatters less at this temperature.

**Q.** What should I measure before blaming a soft phonon?

**A.** Besides $\varepsilon_0$ and $\varepsilon_\infty$, measure $\omega_T$, for example by infrared response. For a single dominant mode these quantities and $\varepsilon_s$ give $C$ and

$$\omega_S=\omega_T\sqrt{\frac{\varepsilon_0+\varepsilon_s}{\varepsilon_\infty+\varepsilon_s}}.$$

At equal permittivities, the rate formula above gives the larger rate for the oxide with the lower $\omega_T$. If both modes are already soft compared with $T$, this order is not guaranteed in a full Boltzmann solution. With several modes you need the oscillator strengths too, because the same summed coupling can sit at low or high frequencies. The two routes above are model paths: two real oxides generally differ in $\omega_T$, $\Omega$ and $\varepsilon_\infty$ together. These quantities give only the phonon part of the rate. Fixed oxide charge, interface traps and roughness can also lower the mobility under a high-permittivity oxide, and this model cannot say which cause dominates in a given device.

**Q.** Where would you stop trusting the numbers?

**A.** The golden rule needs collision broadening to be small compared with the thermal energy. The broadening is set by the total collision rate $1/\tau_c$, which counts every collision equally, whereas $1/\tau$ weights collisions by momentum loss. By detailed balance, absorption and emission contribute equally to its thermal average, so

$$\frac1{\tau_c}=2\int_0^\infty dq\,q\,A|M_q|^2\,nS_q(\omega_S).$$

The ratio of $\hbar/\tau_c$ to the thermal energy is 0.34 in the central case, 1.2 at the ceiling, and 1.3 if the central sheet is moved to zero depth. The first allows only a rough estimate, since it is an average: just above the emission threshold the collision rate in the central case reaches about $0.9\,T$. The other two lie outside the method, and the two softest rows of the table, with ratios of 0.8 and 1.1, do too. The ceiling is thus a property of this leading-order model, and its numerical value is not a prediction for a device.

The strong depth dependence has a simple origin. The thermal wavevector scale is $\sqrt{8mT}=0.04$ bohr$^{-1}$, so at this wavevector $2qz=2.4$ at 30 bohr, and the squared coupling is already well attenuated. The scattering that remains shifts to smaller $q$. Results therefore depend on where the electrons sit. A thin interlayer, a nearby metal gate or mobile-carrier screening changes the electrostatic problem itself and requires a new response function in place of $1/[\varepsilon_s+\varepsilon(\omega)]$. Close to $\omega_T=0$, anharmonic forces must also be included. The numerical output below lists the displaced-Maxwellian values; the ratios to the thermal energy given there are for $\hbar/\tau$, not $\hbar/\tau_c$.

## Numbers as computed

```
eps_s = 12.0; eps_inf = 4.0 (dimensionless)
mass = 0.20 electron masses; depth = 30.0 bohr
temperature = 1.000 mHa
temperature converted = 315.8 K
lattice test: q = 0.050 1/bohr, depth = 30.0 bohr
lattice w_LO = 2.23607 mHa
lattice w_SO = 1.41421 mHa
formula w_SO = 1.41421 mHa
LST ratio from lattice = 5.00000 (dimensionless)
eps_0/eps_inf = 5.00000 (dimensionless)
lattice A|M|^2 = 2.764004e-04 Ha^2 bohr^2
formula A|M|^2 = 2.764976e-04 Ha^2 bohr^2
two-mode inputs w_TO = 1, 2 mHa; plasma = 4, 3 mHa
two-mode eps_0 = 22.250 (dimensionless)
two-mode w_SO = 1.3404, 2.1831 mHa
two-mode C = 0.020536, 0.012720 (dimensionless)
two-mode C sum = 0.033256; static formula = 0.033303
two-mode frequency product ratio = 2.14063; static formula = 2.14062
soft route: w_TO, plasma, w_SO, w_SO*C, rate in mHa; eps_0, C dimensionless
w_TO=4.00 plasma=4.0 eps_0=5.0 w_SO=4.1231 C=0.003676 w_SO*C=0.01516 rate=0.00239
w_TO=2.00 plasma=4.0 eps_0=8.0 w_SO=2.2361 C=0.012500 w_SO*C=0.02795 rate=0.04193
w_TO=1.00 plasma=4.0 eps_0=20.0 w_SO=1.4142 C=0.031250 w_SO*C=0.04419 rate=0.19739
w_TO=0.50 plasma=4.0 eps_0=68.0 w_SO=1.1180 C=0.050000 w_SO*C=0.05590 rate=0.38935
w_TO=0.25 plasma=4.0 eps_0=260.0 w_SO=1.0308 C=0.058824 w_SO*C=0.06063 rate=0.48598
soft route mobilities in same order = 88935.7, 5073.7, 1077.7, 546.3, 437.7 cm^2/(V s)
charge route: w_TO, plasma, w_SO, w_SO*C, rate in mHa; eps_0, C dimensionless
w_TO=1.00 plasma=1.0 eps_0=5.0 w_SO=1.0308 C=0.003676 w_SO*C=0.00379 rate=0.03037
w_TO=1.00 plasma=2.0 eps_0=8.0 w_SO=1.1180 C=0.012500 w_SO*C=0.01398 rate=0.09734
w_TO=1.00 plasma=4.0 eps_0=20.0 w_SO=1.4142 C=0.031250 w_SO*C=0.04419 rate=0.19739
w_TO=1.00 plasma=8.0 eps_0=68.0 w_SO=2.2361 C=0.050000 w_SO*C=0.11180 rate=0.16770
w_TO=1.00 plasma=16.0 eps_0=260.0 w_SO=4.1231 C=0.058824 w_SO*C=0.24254 rate=0.03827
charge route mobilities in same order = 7003.4, 2185.4, 1077.7, 1268.4, 5558.5 cm^2/(V s)
soft eps_0 5 to 20: ratios eps_0=4.000, C=8.500, rate/C=9.709, rate=82.527
soft eps_0 20 to 260: ratios eps_0=13.000, C=1.882, rate/C=1.308, rate=2.462
soft eps_0 5 to 260: ratios eps_0=52.000, C=16.000, rate/C=12.699, rate=203.182
soft/charge rate ratio at eps_0=260 = 12.699
central C / ceiling C = 0.5000 (dimensionless)
ceiling w_SO = 1.0000 mHa; ceiling C = 0.062500
ceiling rate = 0.52708 mHa
ceiling rate converted = 21.790 1/ps
mobility at ceiling = 403.6 cm^2/(V s)
central rate / ceiling rate = 0.3745
central rate converted = 8.160 1/ps
central rate at zero depth = 1.49396 mHa
hbar*rate/temperature: central = 0.1974, ceiling = 0.5271, central at zero depth = 1.4940
```
